# Common-voltage simulation of sequential filling in parallel regular-solution particles

## What dimensions and symmetry fix

Let $N$ particles share one voltage and receive a fixed total current. Measure energies in $k_BT$. Only two kinds of quantity then contain time: the reaction rate constants, of size $k$, and the mean filling rate $C$. Plotted against mean filling instead of time, the solution can depend on the current only through $C/k$. The remaining arguments are pure numbers: interaction strength, energy offsets, relative rate constants, capacity weights, starting fillings and $N$.

Permutation symmetry adds a condition. If all particles and their starting states are identical, exchanging two of them changes nothing, so by uniqueness of the solution they stay identical. Simultaneous filling is then an exact solution at every current. Sequential filling therefore needs a difference between particles and, if that difference is small, a mechanism that amplifies it. Small current alone is not enough.

## Model and conventions

Particle $i$ has a uniform filling $x_i$ between 0 and 1, a fraction $w_i$ of the total capacity ($\sum_i w_i=1$), a rate constant $k_i$ and a site-energy offset $\varepsilon_i$. Lithiation is positive. In units of $k_BT$ the regular-solution potential is

$$\mu_i=\varepsilon_i+\mu(x_i),\qquad \mu(x)=\ln\frac{x}{1-x}+\omega(1-2x),\qquad \omega=\frac{\Omega}{k_BT}.$$

The voltage $V$ enters through the bath potential $\mu_b=e(V_0-V)/k_BT$, so a lower voltage drives lithium in. The slope is

$$\mu'(x)=\frac1{x(1-x)}-2\omega .$$

For $\omega>2$ it is negative between the spinodal fillings $x_s$ and $1-x_s$, where $x_s(1-x_s)=1/(2\omega)$, hence

$$x_s=\tfrac12\left(1-\sqrt{1-2/\omega}\right),\qquad \mu_s\equiv\mu(x_s)=-\mu(1-x_s)>0 .$$

The reaction follows a symmetric Butler–Volmer law with exchange factor $g=\sqrt{x(1-x)}$, which is a modelling choice:

$$\dot x_i=2k_ig_i\sinh\frac{\mu_b-\mu_i}{2}.$$

Put $p=\mu_b/2$ and $h_i=[\varepsilon_i+\omega(1-2x_i)]/2$. Because $e^{-\mu_i/2}=\sqrt{(1-x_i)/x_i}\,e^{-h_i}$, we have $g_ie^{-\mu_i/2}=(1-x_i)e^{-h_i}$ and likewise $g_ie^{\mu_i/2}=x_ie^{h_i}$. With $q_i=p-h_i$,

$$\dot x_i=f_i=k_i\left[(1-x_i)e^{q_i}-x_ie^{-q_i}\right].$$

The logarithms have gone. At $x_i=0$ the rate is positive and at $x_i=1$ it is negative, so the exact solution stays within the physical range.

## The common voltage

Fixed total current means $\sum_iw_if_i=C$. Define

$$P=\sum_iw_ik_i(1-x_i)e^{-h_i},\qquad Q=\sum_iw_ik_ix_ie^{h_i}.$$

The constraint is $Pe^p-Qe^{-p}=C$. Multiplying by $z=e^p$ gives $Pz^2-Cz-Q=0$. The product of the roots is $-Q/P<0$, so exactly one is positive:

$$e^p=\frac{C+\sqrt{C^2+4PQ}}{2P}=\frac{2Q}{\sqrt{C^2+4PQ}-C}.$$

The first form is used for $C\ge0$ and the second for $C<0$, which avoids subtracting nearly equal numbers. Then $V=V_0-2k_BT\,p/e$. For four random nine-particle states with unequal weights, rate constants and offsets, this agreed with a bracketing root search to $8\times10^{-15}\,k_BT$. Other transfer coefficients generally need a scalar root search here.

## Jacobian and charge conservation

The problem is stiff: the fast part of a jump lasts about $1/k$ and the whole run about $1/C$. An implicit integrator needs the Jacobian, including the response of the voltage. Since $\partial q_i/\partial x_i=\omega$ at fixed $p$,

$$b_i=\frac{\partial f_i}{\partial p}=k_i\left[(1-x_i)e^{q_i}+x_ie^{-q_i}\right],$$
$$a_i=\left.\frac{\partial f_i}{\partial x_i}\right|_p=\omega b_i-k_i\left(e^{q_i}+e^{-q_i}\right).$$

Varying the constraint gives $\sum_jw_j(a_j\delta x_j+b_j\delta p)=0$, so $\delta p=-\sum_jw_ja_j\delta x_j/S$ with $S=\sum_jw_jb_j$. Therefore

$$J_{ij}=a_i\delta_{ij}-\frac{b_iw_ja_j}{S}.$$

Summing over $i$ with weight $w_i$ gives $w_ja_j-Sw_ja_j/S=0$, that is, $w^TJ=0$. This property protects the charge. In a backward Euler step of length $h$, Newton's method solves $(I-hJ)\delta x=r$ with $r=x^{old}+hf-x$. Multiplying by $w^T$ gives $w^T\delta x=w^Tx^{old}+hC-w^Tx$. After one iteration the total filling is correct up to rounding, even if $J$ was evaluated at an older state.

## Pseudocode

```
function voltage_and_rates(x):
    h = (eps + omega*(1 - 2x))/2
    P = sum(w*k*(1-x)*exp(-h)); Q = sum(w*k*x*exp(h))
    R = sqrt(C^2 + 4PQ)
    z = (C+R)/(2P) if C >= 0 else 2Q/(R-C)
    p = log(z); q = p - h
    return p, k*((1-x)*exp(q) - x*exp(-q))

function jacobian(x):
    compute q as above
    b = k*((1-x)*exp(q) + x*exp(-q))
    a = omega*b - k*(exp(q) + exp(-q))
    return diag(a) - outer(b, w*a)/sum(w*b)

choose eps not all equal; set x at t = 0
integrate dx/dt with an adaptive stiff solver
    until sum(w*x) reaches its target
at each accepted step store t, x, V = V0 - 2*kT*p/e
```

## Cost

The voltage and rates cost $O(N)$ operations. A dense factorization costs $O(N^3)$, which is acceptable for tens of particles and was used for the numbers below. For large $N$ the matrix is diagonal plus rank one. With $d_i=1-ha_i$, $y_i=r_i/d_i$ and $v_i=w_ia_i$, the Sherman–Morrison identity gives

$$\delta x_i=y_i-\frac{b_i}{d_i}\,\frac{h\sum_jv_jy_j}{S+h\sum_jv_jb_j/d_j}.$$

The denominator simplifies because $1+ha_j/d_j=1/d_j$: it equals $\sum_jw_jb_j/d_j$. A solve then costs $O(N)$. If some $d_i$ is close to zero, this formula loses accuracy, although the matrix itself may be regular. With all $d_i$ nonzero, the matrix is singular exactly when the denominator $\sum_jw_jb_j/d_j$ vanishes. Near either condition the step should be changed, usually reduced.

## Why stable rest states hold at most one particle in the spinodal

At zero current the free energy $G=\sum_iw_iG_i(x_i)$, with $G_i'=\mu_i$, obeys

$$\dot G=\sum_iw_i\mu_if_i=\sum_iw_i(\mu_i-\mu_b)f_i\le0 .$$

The second step uses $\sum_iw_if_i=0$; the sign follows because $f_i$ has the sign of $\mu_b-\mu_i$. Stable rest states are thus minima of $G$ at fixed charge. For changes with $\sum_iw_i\delta_i=0$, the relevant quadratic form is $\sum_iw_i\mu'_i\delta_i^2$.

Suppose particles 1 and 2 both lie inside the spinodal. Take $\delta_1=1/w_1$, $\delta_2=-1/w_2$ and no other change. The form equals $\mu'_1/w_1+\mu'_2/w_2<0$: passing lithium from one to the other lowers $G$, and the state is unstable.

With only particle 1 inside, the others can respond in the cheapest way. Minimizing their part under the constraint gives $\delta_j=m/\mu'_j$, with $m=-w_1\delta_1/R$ and $R=\sum_{j>1}w_j/\mu'_j$. Their cost is $m^2R=w_1^2\delta_1^2/R$, so the total is $w_1\delta_1^2(\mu'_1+w_1/R)$. It is positive when $R<w_1/|\mu'_1|$, equivalently

$$\sum_i\frac{w_i}{\mu'_i}<0 .$$

This rule was tested against the eigenvalues of the constrained curvature for random sets of six particles. Of 300 sets with one particle inside, 21 were stable, as the rule predicted; of 300 with two inside, none was.

At small current the system follows stable rest states until one disappears, then jumps to another. Between jumps at most one particle is inside the spinodal. What happens during a jump is a kinetic question, treated next.

## Order, jumps and the time criterion

Let all $k_i$ and starting fillings be equal. All particles then obey the same scalar equation with the same $p(t)$, differing only in $\varepsilon_i$, and $\partial f_i/\partial\varepsilon_i=-b_i/2<0$. If two fillings ever meet, the particle with the lower offset is moving up faster, so it cannot be overtaken. Lower $\varepsilon$ fills first at any current. Unequal rate constants remove this guarantee.

At small current, particle $i$ follows the bath until $\mu_b$ reaches $\mu_s+\varepsilon_i$, the maximum of its potential on the dilute side. Further filling lowers $\mu_i$, which increases the driving force, and the particle runs away. The external current cannot feed it fast enough, so other particles give up lithium. To release it they need $\mu_b<\mu_j$, and on their stable branches $\mu_j$ falls as they empty. Both effects lower $\mu_b$ and hold back the next particle.

Let $\tau$ be the duration of the fast part of a jump, set by $k$, and $\Delta x$ the filling difference between the two branches. For equal weights one jump absorbs a mean filling of about $\Delta x/N$, so jumps are separated by $\Delta x/(NC)$. One-at-a-time filling requires

$$C\ll\frac{\Delta x}{N\tau}.$$

For very large $N$ this is severe. The useful meaning of nearly sequential is then that the average fraction in transit, of order $C\tau$, is small, although the number in transit may be large. The fraction in transit at a given moment can far exceed this average: in the example below the peak is about 6 times the mean at 0.5 h$^{-1}$ and about 180 times at 0.005 h$^{-1}$.

## Growth of small differences, and the fast limit

Consider equal particles filling together, so $f=C$ for each. To first order, small differences with zero weighted sum leave $p$ unchanged and grow at the rate

$$\lambda=\left.\frac{\partial f}{\partial x}\right|_p=C\frac{g'}{g}-kg\mu'\cosh u,\qquad u=\frac{\mu_b-\mu}{2}.$$

From $2kg\sinh u=C$ follows $2kg\cosh u=\sqrt{C^2+4k^2g^2}$. With $dt=dx/C$, the amplification $A$ across the spinodal is

$$\ln A=\int_{x_s}^{1-x_s}\left(-\frac{\mu'}2\right)\sqrt{1+\frac{4k^2g^2}{C^2}}\,dx .$$

The $g'/g$ term integrates to zero because $g$ is equal at both limits. For $C\ll k$ the integral tends to $(k/C)\int(-\mu')g\,dx$, which grows without bound as the current falls. For $C\gg k$ it tends to $[\mu(x_s)-\mu(1-x_s)]/2=\mu_s$, a modest constant. Fast filling leaves little time for the particles to exchange lithium.

Direct simulation of two particles with $\omega=3.892$, initially $2\times10^{-7}$ apart in filling, gave $\ln A=9.3636$ at $C/k=0.1$ and 1.3597 at $C/k=1$. The formula gives 9.3635 and 1.3598.

## Worked example

Twenty equal particles have $\Omega=0.10$ eV at 298.15 K, where $k_BT=25.693$ meV, so $\omega=3.892$. Offsets are evenly spaced from $-2$ to $+2$ meV, in steps of 0.211 meV. The other inputs are $k=50$ h$^{-1}$ and $V_0=3.40$ V. Filling starts at 0.02 in every particle and ends at a mean of 0.99. The spinodal fillings are 0.151 and 0.849, and $\mu_s=0.990\,k_BT=25.43$ meV.

A particle is counted as in transit when $0.3<x<0.7$. Everything except the current is held fixed in this table:

| $C$ (h⁻¹) | Most in transit | Mean share in transit (%) | Mean $V$ (V) |
|---:|---:|---:|---:|
| 0.0005 | 1 | 0.009 | 3.3810 |
| 0.005 | 1 | 0.027 | 3.3803 |
| 0.05 | 1 | 0.15 | 3.3777 |
| 0.5 | 2 | 1.6 | 3.3758 |
| 5 | 8 | 10 | 3.3739 |
| 50 | 20 | 42 | 3.3517 |

The voltage is averaged over mean fillings from 0.2 to 0.8. At 0.005 h$^{-1}$, half charge finds 9 particles full, 11 nearly empty and none between. At 50 h$^{-1}$ all twenty are in transit together at some moment, and the standard deviation of their fillings at half charge is 0.03.

**Timing.** At 0.005 h$^{-1}$ the first two particles become half full at mean fillings 0.1057 and 0.1512. The difference, 0.0455, takes $0.0455/0.005=9.1$ h; the median interval over the first ten particles is 9.04 h. Their median transit time is 1.51 min, about 360 times shorter. At a tenth of the current the interval is 90.5 h while the transit time is 1.55 min. This confirms the different scaling of the two times. The transit time leaves out the slow start near the spinodal: from $x_s$ to 0.95 the first particle takes 24 min at 0.005 h$^{-1}$ and 64 min at 0.0005 h$^{-1}$, still far less than the interval. Extrapolated, the interval and the transit time would become equal near $C=0.0452/(1.51/60)\approx1.8$ h$^{-1}$. This is only an order-of-magnitude guide to overlap, which starts earlier: the table already shows two particles in transit at 0.5 h$^{-1}$.

**Donated lithium.** During a median transit the current supplies $20\times0.005\times1.51/60=0.0025$ in units of one particle's capacity. The particle gains 0.4, so the external share is 0.6%. In the simulation the first particle drew 99.4% of this gain, between fillings of 0.3 and 0.7, from the other particles. Over the whole jump, from the spinodal to 0.95, the share is about 95%, because the start is slow.

**Voltage.** The first particle should jump at $25.43-2.00=23.43$ meV, or 3.3766 V; the lowest simulated voltage before this jump is 3.3765 V. The voltage then peaks briefly at 3.3848 V as the first jump ends. It drops by about 2 mV within minutes and then falls slowly until the second jump. At 0.0005 h$^{-1}$ the first ten thresholds agree with $\mu_s+\varepsilon_i$ within 0.012 meV, much less than the offset step.

**Fast limit.** For uniform filling $\mu_b=\mu+2\sinh^{-1}[C/(2kg)]$. At $C=k$ and $x=0.5$ the second term is $1.76\,k_BT=45$ meV; at $x=0.2$ or 0.8 it is 54 meV. The contribution of $\mu$ averages to zero over this symmetric range. The simulated mean shift, $3.400-3.3517=0.048$ V, lies between these values.

One feature departs from simple scaling. At 0.0005 h$^{-1}$ the run lasts $0.97/0.0005=1940$ h, so a mean share of 0.0087% is 10 min per particle, not 1.5 min. Some particles must be slow. The stability rule shows that the last one is, because its reservoir is finite. The other 19 are nearly full and have steep potentials, and the last one can rest at a filling $x$ in the spinodal while $\mu'_{full}>19|\mu'(x)|$. At rest all potentials are equal, which with the offsets means $\mu(x_{full})\approx\mu(x)+0.08$. At $x=0.3$ this puts the others at 0.990, where their slope of 94 exceeds the required 57. At $x=0.4$ they are at 0.986, and their slope of 63 is below the required 69. The last particle therefore creeps at the pace of the current from 0.3 to just below 0.4 and only then jumps. Over this stretch the mean filling rises by about 0.001, which takes about 2 h, or about 6 min per particle when averaged over twenty. This is about two thirds of the excess; most of the rest comes from the nineteenth particle, whose transit lasts 37 min. With 80 particles over the same offset range at 0.005 h$^{-1}$, the mean share falls to 0.012%, still with at most one in transit.

## Delithiation and hysteresis

The replacements $x\to1-x$, $\varepsilon\to-\varepsilon$, $\mu_b\to-\mu_b$ and $C\to-C$ leave the equations unchanged. For this symmetric set of offsets the voltage gap is thus twice the lithiation shift: $2\times19.74=39.5$ mV at 0.005 h$^{-1}$. A separate delithiation run gave the same gap. It is below $2\mu_s=50.9$ meV because the voltage recovers after every jump. In the slow limit each of the other particles donates a filling of order $1/N$ per jump, so its potential, and with it the voltage, recovers less as $N$ grows. For many particles with narrow, symmetric offsets the gap should approach 51 mV. The 39 mV value belongs to twenty particles. Both numbers are properties of this model with its round parameters; gaps measured in lithium iron phosphate electrodes at very low rate are smaller, about 20 mV.

## Numerical failure modes

*Steps that hide the instability.* Backward Euler multiplies a growing difference by $1/(1-ha)$ per step. If $ha>2$ its magnitude is below one, and an unstable state looks stable. At low current $a\approx-kg\mu'$, which at $x=0.5$ is $0.5\times3.78\,k=1.9k$. Steps above about $1/k=1.2$ min can therefore make a state in the middle of the spinodal look stable. A particle entering at $x_s$, where $a$ is near zero, is still amplified by such steps, so suppressing a jump altogether takes much longer ones: at 0.005 h$^{-1}$, steps of $100/k$, halved where Newton's method failed, still produced the jumps, while steps of $400/k$ left nine particles in the unstable range. Error control must resolve the differences between particles, not just the mean filling.

*Identical particles.* At 0.5 h$^{-1}$, $\ln A=93$, an amplification of about $10^{40}$. If rounding errors differ between particles, they can then choose the order; if the arithmetic treats all particles alike, they stay together. Neither outcome is a physical prediction of the order. Offsets should be specified explicitly. Starting differences serve only if they are set near or inside the spinodal: on the stable branch $\lambda$ is negative at low current, and between 0.02 and $x_s$ they shrink by $e^{-23}$ at 0.5 h$^{-1}$ and by about $e^{-2400}$ at 0.005 h$^{-1}$.

*Accuracy.* At 0.005 h$^{-1}$, loosening the relative tolerance from $10^{-9}$ to $10^{-7}$ moved the half-full points by at most $1.2\times10^{-7}$ in mean filling. At $C/k=0.01$, an explicit fourth-order run of 1200 steps to half charge, with a separate voltage search, agreed within $2\times10^{-8}$ in every $x_i$.

## Physical limits of the model

The parameters are round values, roughly in the regime of nanosized lithium iron phosphate, whose plateau lies near 3.4 V. The particles are taken as cubes with 10 nm edges, and a full charge at 0.005 h$^{-1}$ takes about 200 h. The assumption most at risk is uniform filling inside a particle. For a half-wave variation across edge $L$, with gradient coefficient $K$ and coherency stiffness $B$, stability at every filling requires $K\pi^2/L^2+B>2\Omega-4k_BT$. With the assumed values $K=0.2$ eV nm² and $B=0.08$ eV the critical edge is 10.7 nm; without strain it is 4.5 nm. With these values the example passes narrowly, and $B=0.07$ eV would already fail. The critical edge grows as $\sqrt K$ at fixed $B$ and would be 24 nm for $K=1$ eV nm², so a real material needs its own values of $K$ and $B$. Larger particles can demix internally. If that removed the entire barrier, the threshold would fall from 25 meV towards zero, and the slow-rate gap with it.

Thermal activation also matters. At a distance $r$ below threshold, expansion about $x_s$ gives a barrier per site of $\int(r-\tfrac12my^2)dy=\tfrac43r\sqrt{2r/m}$ between $y=\pm\sqrt{2r/m}$, where $m=-\mu''(x_s)$. Set this barrier times 14,000 sites equal to $\ln(50\times9.04)=6.1$, assuming one attempt per $1/k$. Jumps would then occur about 0.34 meV early, little more than 1% of the threshold. This is an upper estimate: it lets the particle wait a whole interval at that distance, whereas the voltage is close to threshold for only part of it, and it neglects the finite reservoir, which raises the barrier. The shift is nearly common to all particles, so it does not by itself change their order. For the next particle $r$ is larger by the offset step of 0.21 meV, which raises its barrier to $6.1\,(0.55/0.34)^{3/2}\approx13$. At that distance it would escape several hundred times more slowly. Closer to threshold the contrast is smaller, so the order of neighbours should mostly survive, with occasional exchanges.

Diffusion inside the particles and a series resistance common to all of them matter little in the slow case. For a diffusivity of $10^{-13}$ cm²/s, the diffusion time $(L/\pi)^2/D$ is 1 s, against a 91 s transit. For 0.1 mAh/cm² and 10 Ω cm², the series drop is 0.005 mV at 0.005 h$^{-1}$ but 50 mV at 50 h$^{-1}$. A resistance common to all particles shifts the terminal voltage without changing how a fixed current is shared. If it is distributed through the electrode, the common-voltage assumption fails at the high rate, and position would help to decide which particles fill first. Distributed resistance can also matter at the low rate, because the current exchanged between particles during a jump far exceeds the external current. At 0.005 h$^{-1}$ the first particle briefly fills at up to 37 h$^{-1}$. If the 10 Ω cm² consisted of twenty equal resistors in parallel, one per particle, each would drop 1 mV per h$^{-1}$ of filling rate, and the transit would take roughly twice as long. The numerical output follows. Its line "Exchange current density" gives the prefactor for $g=1$; the actual exchange current density is this value times $g$, hence at most half of it.

## Table of computed values

```
Temperature 298.15 K, kT = 25.693 meV
Omega = 0.10 eV = 3.892 kT; V0 = 3.40 V
Particles 20, offsets +-2.0 meV, step 0.211 meV
Rate constant k = 50 1/h; start 0.02, end 0.99
Exchange current density = 0.0052 mA/cm2
Spinodal fillings = 0.1514 and 0.8486
Spinodal potential = 0.9900 kT = 25.43 meV
Closed-form voltage vs root search: 7.6e-15 kT
Stable rest states, one particle in spinodal: 21 of 300
Stable rest states, two particles in spinodal: 0 of 300 (asserted)
ln growth at C/k=0.1: simulated 9.3636, formula 9.3635
ln growth at C/k=1.0: simulated 1.3597, formula 1.3598
Columns: rate (1/h) | most in transit | mean share in transit (%)
         | std of x at half charge | ln growth | mean voltage (V)
  0.0005 |  1 |   0.0087 | 0.4450 |  93107.403 | 3.38095
  0.0050 |  1 |   0.0272 | 0.4450 |   9310.740 | 3.38026
  0.0500 |  1 |   0.1542 | 0.4451 |    931.075 | 3.37773
  0.5000 |  2 |   1.5936 | 0.4045 |     93.113 | 3.37575
  5.0000 |  8 |  10.3612 | 0.4103 |      9.363 | 3.37389
 50.0000 | 20 |  41.5830 | 0.0306 |      1.360 | 3.35171
RK4 vs stiff solver, largest x difference: 1.6e-08
Jump threshold error at 0.0005 1/h: 0.0121 meV
Main case: 0.005 1/h
Half charge: 9 full, 11 empty, 0 between
Particle  1 half full at mean filling 0.1057
Particle  2 half full at mean filling 0.1512
Particle  3 half full at mean filling 0.1967
Particle 10 half full at mean filling 0.5125
Particle 19 half full at mean filling 0.9107
Particle 20 half full at mean filling 0.9573
Median jump time (x 0.3 to 0.7) = 1.511 min
Same at 0.0005 1/h = 1.545 min
Median interval between jumps = 9.043 h
Same at 0.0005 1/h = 90.470 h
First jump: 99.39 % of lithium from other particles
Voltage before first jump = 3.37649 V
Highest voltage in first jump = 3.38481 V
Gap between delithiation and lithiation = 39.47 mV
Solver tolerance shift in mean filling = 1.2e-07
80 particles: most in transit 1, mean 0.0116 %
Particle edge = 10 nm, sites = 14000
Critical size for inner demixing, no strain = 4.51 nm
Critical size with strain (0.08 eV) = 10.70 nm
Thermal activation: jump earlier by 0.337 meV
Solid diffusion time = 1.01 s (D = 1e-13 cm2/s)
Series drop at 0.005 1/h = 0.0050 mV
Series drop at 50 1/h = 50.0 mV
```
